# Raw bulk eigenvalues do not give absolute deformation potentials: test program

```python
"""Absolute deformation potentials need a shared potential reference.

Result under test: for a crystal of rigid neutral layers with spacing a,
  D_absolute = d(edge with zero-mean potential)/d ln a - I/a,
where I is the integral of one layer's electron potential energy v(x).
Raw derivatives depend on the convention for the mean potential.
The test is a supercell holding two strain states at once.

Atomic units inside (hartree, bohr); printed energies are in eV.
sigma: charge per area of the positive sheet and of the negative sheet
s_core, s_elec: Gaussian widths of the positive and negative sheets
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid, trapezoid, quad
from scipy.linalg import eigh, toeplitz
from scipy.special import erf

EV = physical_constants["Hartree energy in eV"][0]
sigma, s_core, s_elec, a0 = 0.06, 0.5, 2.2, 6.0


def gaussian(x, s):
    return np.exp(-x**2 / (2 * s**2)) / (s * np.sqrt(2 * np.pi))


def layer_charge(x):
    return sigma * (gaussian(x, s_core) - gaussian(x, s_elec))


def layer_ft(G):
    """Fourier integral of v(x) for G != 0, from Poisson's equation."""
    return -4 * np.pi * sigma / G**2 * (
        np.exp(-(G * s_core)**2 / 2) - np.exp(-(G * s_elec)**2 / 2))


# One layer: integrate its charge twice, with v = 0 far away.
x = np.linspace(-25, 25, 20001)
slope = cumulative_trapezoid(4 * np.pi * layer_charge(x), x, initial=0)
v = cumulative_trapezoid(slope, x, initial=0)
I_numeric = trapezoid(v, x)
I_layer = 2 * np.pi * sigma * (s_core**2 - s_elec**2)
assert abs(I_numeric - I_layer) < 1e-4
G_test = 2 * np.pi / a0
assert abs(trapezoid(v * np.cos(G_test * x), x) - layer_ft(G_test)) < 1e-4


def midpoint_zero_mean(a):
    """Zero-mean crystal potential midway between two layers."""
    n = np.arange(1, 41)
    return np.sum(2 * layer_ft(2 * np.pi * n / a) / a * (-1.0)**n)


# A direct sum of layers must contain the physical mean I/a.
shifts = a0 * (np.arange(-4, 4) + 0.5)
direct_sum = np.sum(np.interp(shifts, x, v))
assert abs(direct_sum - I_layer / a0 - midpoint_zero_mean(a0)) < 1e-4


def core_difference(y):
    """Smeared positive sheet minus ideal sheet, as electron energy."""
    mean_distance = (s_core * np.sqrt(2 / np.pi)
                     * np.exp(-y**2 / (2 * s_core**2))
                     + y * erf(y / (s_core * np.sqrt(2))))
    return 2 * np.pi * sigma * (mean_distance - y)


core_integral = 2 * quad(core_difference, 0, 10 * s_core)[0]
assert abs(core_integral - 2 * np.pi * sigma * s_core**2) < 1e-7


def edges(a, mean=0.0, nmax=12):
    """Valence and conduction edges at the zone boundary, in hartree."""
    G = 2 * np.pi / a
    k = (np.arange(-nmax, nmax) + 0.5) * G
    column = np.zeros(2 * nmax)
    column[0] = mean
    column[1:] = layer_ft(G * np.arange(1, 2 * nmax)) / a
    return np.linalg.eigvalsh(np.diag(k**2 / 2) + toeplitz(column))[:2]


def deformation(mean_function, nmax=12, h=0.005):
    """Central derivative of both edges with respect to ln a, in eV."""
    ap, am = a0 * np.exp(h), a0 * np.exp(-h)
    return EV * (edges(ap, mean_function(ap), nmax)
                 - edges(am, mean_function(am), nmax)) / (2 * h)


conventions = {
    "zero mean": lambda a: 0.0,
    "core term kept": lambda a: core_integral / a,
    "midpoint zero": lambda a: -midpoint_zero_mean(a),
    "vacuum reference": lambda a: I_numeric / a,
}
D = {name: deformation(f) for name, f in conventions.items()}
gap_D = {name: d[1] - d[0] for name, d in D.items()}
D_large = deformation(conventions["zero mean"], nmax=24)
assert np.max(np.abs(D_large - D["zero mean"])) < 1e-3
assert np.ptp(list(gap_D.values())) < 1e-6
raw_c = [D[name][1] for name in list(D)[:3]]
assert min(abs(raw_c[i] - raw_c[j]) for i, j in
           [(0, 1), (0, 2), (1, 2)]) > 0.1
D_formula = D["zero mean"] - EV * I_layer / a0
assert np.max(np.abs(D_formula - D["vacuum reference"])) < 5e-3

# A constant changes eigenvalues, but not a neutral cell's energy.
grid = np.arange(600) * a0 / 600
rho = sum(layer_charge(grid - j * a0) for j in range(-8, 10))
V_cell = sum(2 * layer_ft(n * G_test) / a0 * np.cos(n * G_test * grid)
             for n in range(1, 41))
constant = conventions["midpoint zero"](a0)
U_first = -0.5 * np.mean(rho * V_cell) * a0
U_second = -0.5 * np.mean(rho * (V_cell + constant)) * a0
assert abs(U_first - U_second) < 1e-10 and abs(constant) > 0.01

# Joint supercell: compressed region centred at 0, stretched at L/2.
N, a1, a2 = 60, 0.97 * a0, 1.03 * a0
L = N * (a1 + a2)
index = np.arange(N) - (N - 1) / 2
positions = np.concatenate([a1 * index, L / 2 + a2 * index])
M = int(5.0 * L / (2 * np.pi))
G = 2 * np.pi / L * np.arange(1, 2 * M + 1)
structure = np.cos(np.outer(G, positions)).sum(axis=1)
V_G = layer_ft(G) * structure / L
k = 2 * np.pi / L * np.arange(-M, M + 1)
H = toeplitz(np.concatenate([[0.0], V_G])) + np.diag(k**2 / 2)
levels, vectors = eigh(H, subset_by_index=[2 * N - 2, 2 * N + 1])


def cell_average(centre, a):
    return np.sum(2 * V_G * np.cos(G * centre) * np.sinc(G * a / (2 * np.pi)))


step_potential = EV * (cell_average(L / 2, a2) - cell_average(0, a1))
step_formula = EV * I_layer * (1 / a2 - 1 / a1)
assert abs(step_potential - step_formula) < 1e-4

# Remove the leading confinement energy using two levels per band.
edge_v = (4 * levels[1] - levels[0]) / 3
edge_c = (4 * levels[2] - levels[3]) / 3
measured = EV * np.array([edge_v, edge_c])
raw1, raw2 = EV * edges(a1), EV * edges(a2)
step_levels = -(measured - raw1) * (a1 + a2) / a2
assert np.max(np.abs(step_levels - step_formula)) < 0.004

raw_offset = raw2 - raw1
aligned_offset = raw_offset + step_formula
level_offset = raw_offset + step_levels
D_supercell = level_offset / np.log(a2 / a1)
assert np.max(np.abs(D_supercell - D["vacuum reference"])) < 0.08

# The eigenstates themselves show which region holds each edge.
points = (np.arange(3000) + 0.5) * L / 3000 - L / 2
waves = np.exp(1j * np.outer(points, k)) @ vectors[:, 1:3]
density = np.abs(waves)**2
inside = np.abs(points) < N * a1 / 2
weight = density[inside].sum(axis=0) / density.sum(axis=0)
assert raw_offset[1] < 0 < aligned_offset[1]
assert weight[1] > 0.8 and weight[0] > 0.8

print(f"Sheet charge sigma = {sigma:.3f} e/bohr^2")
print(f"Positive-sheet width = {s_core:.2f} bohr")
print(f"Negative-sheet width = {s_elec:.2f} bohr")
print(f"Reference spacing a = {a0:.2f} bohr")
print(f"Layer integral I = {EV * I_layer:.4f} eV bohr")
print(f"Physical mean I/a = {EV * I_layer / a0:.4f} eV")
E0 = EV * edges(a0)
print(f"Zero-mean valence edge = {E0[0]:.4f} eV")
print(f"Zero-mean conduction edge = {E0[1]:.4f} eV")
print(f"Gap = {E0[1] - E0[0]:.4f} eV")
print(f"Midpoint-convention shift = {EV * constant:.4f} eV")
print("Deformation potentials per unit ln a, in eV:")
for name in D:
    print(f"  {name}: valence {D[name][0]:.3f},"
          f" conduction {D[name][1]:.3f}, gap {gap_D[name]:.3f}")
print(f"Zero mean, doubled basis: valence {D_large[0]:.3f},"
      f" conduction {D_large[1]:.3f} eV")
print(f"Reference term -I/a = {-EV * I_layer / a0:.3f} eV")
print(f"Layers per region = {N}")
print(f"Compressed spacing = {a1:.3f} bohr")
print(f"Stretched spacing = {a2:.3f} bohr")
print(f"Supercell length = {L:.1f} bohr")
print(f"ln(a2/a1) = {np.log(a2 / a1):.6f}")
print(f"Potential step, moment formula = {step_formula:.4f} eV")
print(f"Potential step, cell averages = {step_potential:.4f} eV")
print("Stretched minus compressed, and supercell results:")
for i, name in enumerate(["valence", "conduction"]):
    print(f"{name}: raw edges {raw1[i]:.4f}, {raw2[i]:.4f} eV")
    print(f"  raw offset = {raw_offset[i]:.4f} eV")
    print(f"  aligned offset = {aligned_offset[i]:.4f} eV")
    pair = (levels[1], levels[0]) if i == 0 else (levels[2], levels[3])
    print(f"  confined levels = {EV * pair[0]:.5f}, {EV * pair[1]:.5f} eV")
    print(f"  extrapolated edge = {measured[i]:.5f} eV")
    print(f"  step from levels = {step_levels[i]:.4f} eV")
    print(f"  offset from levels = {level_offset[i]:.4f} eV")
    print(f"  D from supercell = {D_supercell[i]:.3f} eV")
    print(f"  weight in compressed region = {weight[i]:.4f}")
print("OK")
```

Printed output:

```
Sheet charge sigma = 0.060 e/bohr^2
Positive-sheet width = 0.50 bohr
Negative-sheet width = 2.20 bohr
Reference spacing a = 6.00 bohr
Layer integral I = -47.0863 eV bohr
Physical mean I/a = -7.8477 eV
Zero-mean valence edge = 0.9564 eV
Zero-mean conduction edge = 6.0739 eV
Gap = 5.1176 eV
Midpoint-convention shift = -4.2629 eV
Deformation potentials per unit ln a, in eV:
  zero mean: valence -10.608, conduction -5.908, gap 4.700
  core term kept: valence -11.035, conduction -6.335, gap 4.700
  midpoint zero: valence -13.397, conduction -8.697, gap 4.700
  vacuum reference: valence -2.760, conduction 1.940, gap 4.700
Zero mean, doubled basis: valence -10.608, conduction -5.908 eV
Reference term -I/a = 7.848 eV
Layers per region = 60
Compressed spacing = 5.820 bohr
Stretched spacing = 6.180 bohr
Supercell length = 720.0 bohr
ln(a2/a1) = 0.060018
Potential step, moment formula = 0.4713 eV
Potential step, cell averages = 0.4713 eV
Stretched minus compressed, and supercell results:
valence: raw edges 1.2867, 0.6494 eV
  raw offset = -0.6373 eV
  aligned offset = -0.1660 eV
  confined levels = 1.04182, 1.03541 eV
  extrapolated edge = 1.04396 eV
  step from levels = 0.4713 eV
  offset from levels = -0.1659 eV
  D from supercell = -2.765 eV
  weight in compressed region = 0.9991
conduction: raw edges 6.2588, 5.9036 eV
  raw offset = -0.3552 eV
  aligned offset = 0.1161 eV
  confined levels = 6.01981, 6.03079 eV
  extrapolated edge = 6.01615 eV
  step from levels = 0.4712 eV
  offset from levels = 0.1160 eV
  D from supercell = 1.933 eV
  weight in compressed region = 0.9963
OK
```
